# The conjugate gradient error bound in the energy norm, part 2

The static dipole polarizability \(\alpha\) of hydrogen is to be computed by conjugate gradients (CG), with an advance bound on the number of steps. In Hartree atomic units, with \(u_0\), \(E_0\) the ground-state radial function and energy and \(x(r)\) the \(l=1\) response,
\[\Big[-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r-E_0\Big]x=\frac{r\,u_0}{\sqrt3},\qquad \alpha=2\int_0^\infty \frac{r u_0}{\sqrt3}\,x\,dr. \tag{1}\]
On a grid, \(Ax^*=b\) and \(\alpha=2b^Tx^*\). \(A\) is real symmetric positive definite, \(N\times N\), with orthonormal eigenvectors \(v_i\), eigenvalues \(\lambda_i\) from \(a>0\) to \(c\), and \(\kappa=c/a\). Arithmetic is exact. Write \(e_n=x^*-x_n\), \(r_n=b-Ax_n=Ae_n\), \(e_0=\sum_i\xi_iv_i\), \(\|v\|_A=(v^TAv)^{1/2}\). With \(\alpha_n=2(2b^Tx_n-x_n^TAx_n)\),
\[\alpha-\alpha_n=2\|e_n\|_A^2,\qquad \frac{\alpha-\alpha_n}{\alpha}=\frac{\|e_n\|_A^2}{\|e_0\|_A^2}\quad\text{if } x_0=0, \tag{2}\]

Steepest descent moves along the residual with the best step length. The trial polynomial \(1-2\lambda/(a+c)\) gives
\[\|e_1\|_A\le\frac{\kappa-1}{\kappa+1}\,\|e_0\|_A. \tag{4}\]
Section 2 showed that one step is exact for \(\kappa=1\), that \(A=\mathrm{diag}(a,c)\), \(r_0=(1,1)\) gives equality at every step, and that for \(A=\mathrm{diag}(1,100)\), \(b=(10,1)\), \(x_0=0\) the first step multiplies \(\|r\|\) by \(4.95\).

CG starts from \(r_0=p_0=b-Ax_0\):
\[\gamma_n=\frac{r_n^Tr_n}{p_n^TAp_n},\qquad x_{n+1}=x_n+\gamma_np_n,\qquad r_{n+1}=r_n-\gamma_nAp_n,\]
\[\beta_n=\frac{r_{n+1}^Tr_{n+1}}{r_n^Tr_n},\qquad p_{n+1}=r_{n+1}+\beta_np_n. \tag{5}\]
With \(K_n=\operatorname{span}\{r_0,Ar_0,\dots,A^{n-1}r_0\}\), induction gives
\[\operatorname{span}\{p_0,\dots,p_{n-1}\}=\operatorname{span}\{r_0,\dots,r_{n-1}\}=K_n,\qquad r_n\perp K_n. \tag{6}\]
If \(\hat x\in x_0+K_n\) has error \(\hat e\) and residual orthogonal to \(K_n\), then for \(v\in K_n\)
\[\|\hat e-v\|_A^2=\|\hat e\|_A^2-2v^TA\hat e+\|v\|_A^2=\|\hat e\|_A^2+\|v\|_A^2, \tag{7}\]
so \(\hat x\) is the unique minimizer, and
\[\|e_n\|_A=\min_{x\in x_0+K_n}\|x^*-x\|_A. \tag{8}\]
Let \(\Pi_n\) be the polynomials of degree at most \(n\) with \(P(0)=1\). Points of \(x_0+K_n\) have errors \(P(A)e_0\), \(P\in\Pi_n\), and
\[\|e_n\|_A^2=\min_{P\in\Pi_n}\sum_i\lambda_i\xi_i^2\,P(\lambda_i)^2. \tag{9}\]
\[\|e_n\|_A\le\max_{a\le\lambda\le c}|P(\lambda)|\;\|e_0\|_A\qquad\text{for every }P\in\Pi_n. \tag{10}\]

The Chebyshev polynomials \(T_0=1\), \(T_1=t\), \(T_{n+1}=2tT_n-T_{n-1}\) satisfy
\[T_n\Big(\frac{w+w^{-1}}2\Big)=\frac{w^n+w^{-n}}2. \tag{11}\]
Hence \(T_n(\cos\theta)=\cos n\theta\), \(|T_n|\le1\) on \([-1,1]\), and \(T_n(\cosh\eta)=\cosh n\eta\).

The hand example (section 3) has \(A=\mathrm{diag}(1,5,9)\), \(b=(1,\sqrt2,1)\), \(x_0=0\). CG gave \(\|e_n\|_A/\|e_0\|_A=0.68599\) at \(n=1\) and \(8/17=0.47059\) at \(n=2\), with \(P_2(\lambda)=1-\tfrac{10}{17}\lambda+\tfrac1{17}\lambda^2\).

## 8. The bound

Let \(\kappa>1\), the case \(\kappa=1\) being settled in section 2. The map
\[t(\lambda)=\frac{c+a-2\lambda}{c-a}\]
sends \(\lambda=a\) to \(t=1\), \(\lambda=c\) to \(t=-1\), and the origin to
\[t_0=t(0)=\frac{c+a}{c-a}=\frac{\kappa+1}{\kappa-1}>1 .\]
The shifted and scaled polynomial
\[\hat P_n(\lambda)=\frac{T_n(t(\lambda))}{T_n(t_0)} \tag{12}\]
has degree \(n\), because \(t\) is linear in \(\lambda\), and \(\hat P_n(0)=1\); the denominator is a hyperbolic cosine and cannot vanish. So \(\hat P_n\in\Pi_n\), and its largest modulus on \([a,c]\) is \(1/T_n(t_0)\).

To evaluate \(T_n(t_0)\) by (11), solve \((w+w^{-1})/2=t_0\), that is \(w^2-2t_0w+1=0\), with larger root \(w=t_0+\sqrt{t_0^2-1}\). Here
\[t_0^2-1=\frac{(\kappa+1)^2-(\kappa-1)^2}{(\kappa-1)^2}=\frac{4\kappa}{(\kappa-1)^2},\]
and therefore
\[w=\frac{\kappa+1+2\sqrt\kappa}{\kappa-1}=\frac{(\sqrt\kappa+1)^2}{(\sqrt\kappa+1)(\sqrt\kappa-1)}=\frac{\sqrt\kappa+1}{\sqrt\kappa-1}.\]
The square root of the condition number enters at this line. Define
\[q=\frac1w=\frac{\sqrt\kappa-1}{\sqrt\kappa+1},\qquad 0<q<1 .\]
Then \(T_n(t_0)=(q^{-n}+q^n)/2\), and multiplying numerator and denominator of its reciprocal by \(q^n\) gives \(1/T_n(t_0)=2q^n/(1+q^{2n})\). Inserting (12) into (10), and then using \(1+q^{2n}\ge1\),
\[\|e_n\|_A\;\le\;\frac{2q^n}{1+q^{2n}}\,\|e_0\|_A\;\le\;2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^{\!n}\|e_0\|_A. \tag{13}\]
This holds for real symmetric positive definite \(A\), any \(b\) and \(x_0\), every \(n\ge0\), in exact arithmetic. The error is measured relative to the initial error in the same norm. By (2), the relative error of \(\alpha_n\) for \(x_0=0\) is at most \(4q^{2n}\).

The limits come out as follows. At \(n=0\) the middle expression is 1, an equality, while the outer one is 2. At \(n=1\) the middle expression is \(1/T_1(t_0)=(\kappa-1)/(\kappa+1)\), which is (4), and \(\hat P_1=t(\lambda)/t_0=1-2\lambda/(a+c)\) is the trial polynomial used there. As \(\kappa\to1\), \(q\to0\) and one step suffices. With \(\eta=\ln(1/q)\) the middle expression is \(1/\cosh n\eta\), which is below 1 for all \(n\ge1\), whereas \(2q^n=2e^{-n\eta}\) says nothing until \(n>\ln2/\eta\). The two differ by the factor \(1+q^{2n}\), which tends to 1.

In the example of section 3, \(\kappa=9\), \(q=(3-1)/(3+1)=0.5\), \(t_0=10/8=1.25\) and \(T_2(t_0)=2(1.25)^2-1=2.125\). At \(n=2\) the middle bound is \(1/2.125=0.47059\) and the outer bound is \(2q^2=0.5\). The CG error found by hand was \(0.47059\), equal to the middle bound. The polynomials agree too. With \(t=(5-\lambda)/4\),
\[\hat P_2=\frac{2(5-\lambda)^2/16-1}{17/8}=\frac{(5-\lambda)^2-8}{17}=1-\tfrac{10}{17}\lambda+\tfrac1{17}\lambda^2,\]
which is the \(P_2\) that CG produced, with roots \(5\mp2\sqrt2=2.17157\) and \(7.82843\). The error \(0.47059\) exceeds \(q^2=0.25\), so the bound would be false without its prefactor.

## 9. The bound is attained

Section 8 used (12) as one admissible polynomial and did not show that it is the best. The hand example suggests a construction that settles this for any \(n\ge1\) and any \(0<a<c\).

Take a diagonal matrix of size \(n+1\) whose eigenvalues sit where (12) reaches its extremes,
\[\lambda_j=\frac{c+a}2-\frac{c-a}2\cos\frac{j\pi}n,\qquad t(\lambda_j)=\cos\frac{j\pi}n,\qquad \hat P_n(\lambda_j)=\frac{(-1)^j}{T_n(t_0)},\]
for \(j=0,\dots,n\), so that \(\lambda_0=a\) and \(\lambda_n=c\). Let \(r_0\) have components \(\sqrt{\delta_j}\), with \(\delta_0=\delta_n=\tfrac12\) and \(\delta_j=1\) otherwise. For \(n=2\), \(a=1\), \(c=9\) the eigenvalues are \(1,5,9\) and \(r_0\) is proportional to \((1,\sqrt2,1)\), the hand example.

Let \(\hat x\) be the point of \(x_0+K_n\) with error \(\hat P_n(A)e_0\). Its residual is \(A\hat P_n(A)e_0=\hat P_n(A)r_0\). Its scalar product with an element \(s(A)r_0\) of \(K_n\) is
\[\sum_{j=0}^n\delta_j\,\hat P_n(\lambda_j)\,s(\lambda_j)=\frac1{T_n(t_0)}\sum_{j=0}^n\delta_j(-1)^js(\lambda_j).\]
Since \(\lambda\) is linear in \(t\), \(s\) is a polynomial of degree at most \(n-1\) in \(t\) and thus a combination of \(T_k(t)\) with \(0\le k\le n-1\). It is enough to treat \(s=T_k\), for which \(s(\lambda_j)=\cos(kj\pi/n)\). The identity \(\cos(j\pi-\varphi)=(-1)^j\cos\varphi\), which follows from \(\sin j\pi=0\), gives \((-1)^j\cos(kj\pi/n)=\cos(mj\pi/n)\) with \(m=n-k\) between 1 and \(n\). The sum to be evaluated is
\[S_m=\sum_{j=0}^n\delta_j\cos\frac{mj\pi}n .\]
Extend it to a full period. With \(\omega=e^{im\pi/n}\), which differs from 1 for \(0<m<2n\) and has \(\omega^{2n}=1\), the geometric series gives \(\sum_{j=0}^{2n-1}\omega^j=(1-\omega^{2n})/(1-\omega)=0\), and its real part \(\sum_{j=0}^{2n-1}\cos(mj\pi/n)\) vanishes. In that sum the terms \(j\) and \(2n-j\) are equal, because \(\cos(2m\pi-\varphi)=\cos\varphi\). The terms \(j=1,\dots,n-1\) therefore appear twice and the terms \(j=0\) and \(j=n\) once, so the full sum is \(2S_m\), and \(S_m=0\).

The residual of \(\hat x\) is thus orthogonal to \(K_n\). By (7) \(\hat x\) is the unique minimizer over \(x_0+K_n\), and by (8) it is the CG iterate \(x_n\). All the \(\hat P_n(\lambda_j)^2\) equal \(1/T_n(t_0)^2\), so the spectral sum gives
\[\|e_n\|_A=\frac{\|e_0\|_A}{T_n(t_0)}=\frac{2q^n}{1+q^{2n}}\|e_0\|_A \quad\text{for this matrix and this } r_0. \tag{14}\]
For \(a=1\), \(c=100\), \(n=10\), one has \(q=9/11\), \(q^{10}=0.134431\), and the error ratio after ten steps on the eleven-dimensional matrix is \(2\times0.134431/(1+0.134431^2)=0.264089\).

Three consequences follow. First, apply (10) to this matrix with an arbitrary \(P\in\Pi_n\): its left side is (14), so \(\max_{[a,c]}|P|\ge1/T_n(t_0)\). No admissible polynomial has a smaller maximum on the interval than (12), which is the minimax property of the Chebyshev polynomials. Second, a bound \(Cq^n\) valid for all \(n\) and all matrices with condition number \(\kappa\) needs \(C\ge2/(1+q^{2n})\) for every \(n\), hence \(C\ge2\). Third, the pair of matrix and initial residual constructed above depends on \(n\), and equality needs \(N\ge n+1\), since for \(N\le n\) the iteration has already terminated while the bound is still positive. On the matrix built for \(n\), step \(n+1\) is exact, and earlier steps need not meet the bound: the hand example has \(0.68599\) against \(0.8\) at \(n=1\). The middle expression of (13) is the best statement that uses only \(\kappa\) and \(n\), and it is not a prediction of the error for a given matrix.

## 10. Counting steps

To guarantee \(\|e_n\|_A\le\varepsilon\|e_0\|_A\) it suffices that \(2e^{-n\eta}\le\varepsilon\), or \(n\ge\ln(2/\varepsilon)/\eta\). With \(y=\kappa^{-1/2}<1\), \(1/q=(1+y)/(1-y)\), and subtracting the series of the two logarithms cancels the even powers:
\[\eta=\ln(1+y)-\ln(1-y)=2\Big(y+\frac{y^3}3+\frac{y^5}5+\dots\Big)\ge\frac2{\sqrt\kappa}.\]
Hence any
\[n\ge\tfrac12\sqrt\kappa\,\ln\frac2\varepsilon \tag{15}\]
is sufficient. For steepest descent, (4) applied at each step gives the factor \([(\kappa-1)/(\kappa+1)]^n\). The same series with \(y=1/\kappa\) shows that \(n\ge\tfrac12\kappa\ln(1/\varepsilon)\) is sufficient, and the two-level case of section 2 shows that for large \(\kappa\) this many steps can be needed.

The short-time limit shows where the gain starts. For large \(\kappa\) and \(n\ll\sqrt\kappa\), \(1/\cosh n\eta\approx1-\tfrac12n^2\eta^2\approx1-2n^2/\kappa\), while \(n\) steepest-descent factors give \(1-2n/\kappa\). The two agree at \(n=1\), and the guaranteed reduction grows as \(n^2\) for CG against \(n\). The reason lies in the slope of \(T_n\) at the edge of the interval. From \(T_n(\cosh\eta)\approx1+n^2\eta^2/2\) and \(\cosh\eta\approx1+\eta^2/2\), \(T_n'(1)=n^2\), whereas the \(n\)th power of the linear polynomial corresponds to \(t^n\), with slope \(n\).

## 11. When the spectrum does not fill the interval

Any knowledge of the eigenvalues beyond \(a\) and \(c\) can be fed into (9). Suppose all eigenvalues lie in \([a,c']\) except \(m\) larger ones, \(\mu_1,\dots,\mu_m>c'\). Let \(\hat P_n'\) be (12) built for \([a,c']\), with \(\kappa'=c'/a\) and the corresponding \(q'\), and take
\[P(\lambda)=\hat P_n'(\lambda)\prod_{k=1}^m\Big(1-\frac\lambda{\mu_k}\Big)\in\Pi_{n+m}.\]
It vanishes at each outlier. On \([a,c']\) each factor lies between 0 and 1, because \(0<\lambda/\mu_k<1\). So \(|P(\lambda_i)|\le2q'^n/(1+q'^{2n})\) at every eigenvalue, and (9) gives
\[\|e_{n+m}\|_A\le\frac{2q'^{\,n}}{1+q'^{\,2n}}\,\|e_0\|_A. \tag{16}\]
In exact arithmetic a large outlier costs at most one extra step in the bound. For \(m=0\), (16) is (13). An outlier \(\mu\) below the interval is less benign, since its factor can reach the modulus \(c'/\mu-1\) at the upper end \(\lambda=c'\) of the interval, and when this exceeds 1 it multiplies the bound.

As a dimensionless case, take 40 equally spaced eigenvalues from 1 to 25 together with 400 and 900, all components of \(b\) equal to 1, and \(x_0=0\). At step 16, (13) with \(\kappa=900\), \(q=29/31\) gives \(0.615\). Bound (16) with \(\kappa'=25\), \(q'=2/3\), \(n=14\), \(m=2\) gives \(6.85\times10^{-3}\). Running (5) for 16 steps in 80-digit arithmetic gives the error ratio \(3.9\times10^{-3}\), within a factor of two of (16) and two orders of magnitude below (13).

## 12. Conditions under which (13) fails

*Other norms.* Since \(\|r\|^2=\sum_i\lambda_i^2\xi_i^2\) and \(\|e\|_A^2=\sum_i\lambda_i\xi_i^2\), we have \(a\|e\|_A^2\le\|r\|^2\le c\|e\|_A^2\). The upper inequality for \(r_n\) and the lower one for \(r_0\) give
\[\frac{\|r_n\|}{\|r_0\|}\le\sqrt\kappa\;\frac{\|e_n\|_A}{\|e_0\|_A}\le2\sqrt\kappa\,q^n .\]
Without the extra \(\sqrt\kappa\) the statement is false: in the \(\mathrm{diag}(1,100)\) case the residual ratio after one step is \(4.95\), while \(2q=18/11=1.6364\).

*Indefinite matrices.* For \(A=\mathrm{diag}(1,-1)\), \(b=(1,1)\), \(x_0=0\), the denominator \(p_0^TAp_0=1-1\) vanishes and the first step does not exist. More generally \(v^TAv\) is then not a norm, and (7) describes a stationary point that need not be a minimum, since \(v^TAv\) can be negative. The polynomial argument fails as well: if the interval containing the spectrum includes the origin, where \(P(0)=1\), then \(\max|P|\ge1\). This is the situation for a dynamic polarizability above the first resonance, which requires a solve with \(A-\omega\) and \(\omega>a\). The method MINRES is built for symmetric indefinite matrices and minimizes \(\|r\|\) over the same set \(x_0+K_n\). As \(\omega\) approaches \(a\) from below, (13) still applies with \(\kappa=(c-\omega)/(a-\omega)\), which diverges.

*Nonsymmetric matrices.* Symmetry was used to write \((Ap_n)^Tp_j=p_n^TAp_j\) in the induction and to obtain orthonormal eigenvectors, so neither (8) nor (9) survives without it. For a complex Hermitian positive definite matrix every step holds with transposes replaced by adjoints, cross terms such as \(2b^Tx\) and \(2v^TA\hat e\) replaced by their real parts \(2\operatorname{Re}b^\dagger x\) and \(2\operatorname{Re}v^\dagger A\hat e\), and \(\xi_i^2\) by \(|\xi_i|^2\).

*Rounding.* The recurrences (5) impose orthogonality only between neighbouring steps, and the relations with earlier vectors are inherited through the induction. No step of (5) explicitly restores orthogonality to the earlier vectors once rounding has disturbed it, so (6), (8) and finite termination are not guaranteed in floating point, and the proof says nothing about that case. Identity (2) is unaffected, since it holds for any vector \(x_n\).

## 13. Back to the atom

The continuum problem (1) has a closed solution that fixes the target. With \(u_0=2re^{-r}\) and \(E_0=-\tfrac12\), the source is \((2/\sqrt3)\,r^2e^{-r}\). Put \(x=(2/\sqrt3)\,g(r)e^{-r}\). Since \((ge^{-r})''=(g''-2g'+g)e^{-r}\), the term \(-g/2\) cancels against \(-E_0g\), and (1) becomes
\[-\tfrac12g''+g'+\frac g{r^2}-\frac gr=r^2 .\]
The left side gives \(-1+2r+1-r=r\) for \(g=r^2\) and \(-3r+3r^2+r-r^2=2r^2-2r\) for \(g=r^3\). The combination \(g=r^2+\tfrac12r^3\) gives \(r+r^2-r=r^2\), as required, and the solution is unique because the operator is positive. With \(\int_0^\infty r^ke^{-2r}dr=k!/2^{k+1}\),
\[\alpha=2\cdot\frac43\int_0^\infty\big(r^4+\tfrac12r^5\big)e^{-2r}dr=\frac83\Big(\frac{24}{32}+\frac{120}{128}\Big)=\frac92\ \text{bohr}^3,\]
which is \(0.6668\) Å\(^3\) as a polarizability volume.

For the grid model, take \(r_i=ih\), \(i=1,\dots,N\), with the functions set to zero at \(r=0\) and at 30 bohr, and replace \(x''\) by \((x_{i-1}-2x_i+x_{i+1})/h^2\). The \(l=0\) Hamiltonian is tridiagonal with diagonal \(1/h^2-1/r_i\) and off-diagonal \(-1/(2h^2)\). Its lowest eigenvalue and unit eigenvector, found by numerical diagonalization, serve as \(E_0\) and \(\sqrt h\,u_0(r_i)\); the factor \(\sqrt h\) turns integrals into plain scalar products. Then \(A\) has diagonal \(1/h^2+1/r_i^2-1/r_i-E_0\) and the same off-diagonal, and \(b_i=r_i\sqrt h\,u_0(r_i)/\sqrt3\). The extreme eigenvalues of \(A\) come from full diagonalization, \(x^*\) from Gaussian elimination, and the iterates from (5) with \(x_0=0\), all in double precision.

For \(h=0.1\) bohr, \(N=299\), \(E_0=-0.498756\) hartree, \(a=0.37373\) hartree and \(c=223.78\) hartree. The lower end is the \(1s\)–\(2p\) gap, a property of the atom, close to \(3/8\). The upper end is a property of the grid. The direct solution gives \(\alpha=4.534210\) bohr\(^3\) (\(0.6719\) Å\(^3\)); the six decimals describe the grid model, which differs from \(9/2\) by about \(0.8\%\) of that value. The quantities in the bound are
\[\kappa=\frac{223.78}{0.37373}=598.8,\qquad\sqrt\kappa=24.470,\qquad q=\frac{24.470-1}{24.470+1}=0.92148,\qquad\eta=\ln\frac1q=0.08178 .\]
For \(\varepsilon=10^{-4}\), \(\ln(2/\varepsilon)=9.9035\). The quotient \(9.9035/0.08178\) lies between 121 and 122, and so does \(\tfrac12\times24.470\times9.9035\) from (15). Both forms guarantee the target after 122 steps, well short of the \(N=299\) of finite termination. The computed iteration first reaches it at step 91.

| \(n\) | \(\Vert e_n\Vert_A/\Vert e_0\Vert_A\) | \(2q^n/(1+q^{2n})\) | \(2q^n\) | \(\alpha_n\) (bohr\(^3\)) |
|---|---|---|---|---|
| 10 | \(1.435\times10^{-1}\) | \(7.389\times10^{-1}\) | \(8.828\times10^{-1}\) | 4.440784 |
| 20 | \(6.034\times10^{-2}\) | \(3.754\times10^{-1}\) | \(3.897\times10^{-1}\) | 4.517702 |
| 40 | \(1.025\times10^{-2}\) | \(7.582\times10^{-2}\) | \(7.593\times10^{-2}\) | 4.533735 |
| 60 | \(1.721\times10^{-3}\) | \(1.479\times10^{-2}\) | \(1.479\times10^{-2}\) | 4.534197 |
| 80 | \(2.740\times10^{-4}\) | \(2.883\times10^{-3}\) | \(2.883\times10^{-3}\) | 4.534210 |
| 100 | \(4.265\times10^{-5}\) | \(5.616\times10^{-4}\) | \(5.616\times10^{-4}\) | 4.534210 |

The table shows double-precision iterates, and rounding is visible in it. By step 91 the normalized residuals have overlaps as large as \(0.38\), so (6) no longer holds. Run in 70-digit arithmetic, (5) reproduces the error ratios at \(n=10\), 20 and 40 and the count of 91 steps, but gives \(1.674\times10^{-3}\), \(2.659\times10^{-4}\) and \(4.138\times10^{-5}\) at \(n=60\), 80 and 100, about \(3\%\) below the tabulated ratios. Both sets lie below the bound; the proof covers only exact arithmetic.

The second and last columns are tied by (2). At \(n=20\), \(4.534210\times(1-0.06034^2)=4.5177\) bohr\(^3\). An energy-norm error of \(6\%\) relative to the initial error leaves less than half a percent of the grid polarizability missing, and already less than the difference between the grid value and \(9/2\). That \(\alpha_{20}\) lies nearer to \(9/2\) than the converged value does is a partial cancellation of two errors of opposite sign, the iteration approaching from below and this grid overshooting. The target \(\varepsilon=10^{-4}\) fixes \(\alpha\) of the grid model to a relative \(\varepsilon^2\), far finer than the grid represents the atom.

The two forms of the bound differ visibly at \(n=10\) and coincide to four digits from \(n=60\), as the factor \(1+q^{2n}\) implies. The computed error lies below the sharp bound by a factor of about 5 at \(n=10\) and about 13 at \(n=100\). So the iteration gains an early advantage and then continues to fall somewhat faster than \(q^n\). Equality in section 9 came from eigenvalues at the Chebyshev extrema and an initial residual with squared components in the ratio \(\tfrac12:1:\dots:1:\tfrac12\). The bound uses neither the weights \(\lambda_i\xi_i^2\) nor the interior eigenvalues of this matrix, so it does not determine the size of the gap seen here.

Steepest descent on the same system has the factor \((\kappa-1)/(\kappa+1)=0.99667\) per step. Its guarantee for \(\varepsilon=10^{-4}\) is \(\tfrac12\times598.8\times\ln10^4\), rounded up to 2758 steps, and the computed iteration takes 2257, against 91 for CG at the same cost of one matrix-vector product per step.

The last limit is \(h\to0\). Multiply \(A\) by \(h^2\). Its off-diagonal becomes \(-\tfrac12\) and its diagonal \(1+1/i^2-h/i-h^2E_0\). The part independent of \(h\) has a largest eigenvalue that cannot decrease when the matrix is enlarged, since the Rayleigh quotient is then maximized over more vectors, and that is bounded by 3, the largest diagonal entry 2 plus the bound 1 on the off-diagonal part. It therefore tends to a constant. The remaining diagonal terms are of order \(h\) in size and shift any eigenvalue by at most that much. Thus \(c\propto h^{-2}\) to leading order, while \(a\) tends to \(3/8\) up to the small effect of the box. So \(\sqrt\kappa\propto1/h\), and halving \(h\) doubles the guarantee (15) and quadruples that of steepest descent. For \(h=0.05\) bohr, \(N=599\), \(E_0=-0.499688\) hartree, \(a=0.37468\) hartree, \(c=909.42\) hartree, \(\kappa=2427.2\), \(\sqrt\kappa=49.266\), \(q=0.96021\) and \(\eta=0.04060\). The ratio of the two \(\sqrt\kappa\) is \(49.266/24.470=2.013\), and the guarantee is \(9.9035/0.04060\), rounded up to 244 steps. The computed iteration takes 181 steps in double precision, a ratio \(181/91=1.989\), and 180 in 70-digit arithmetic, a ratio \(180/91=1.978\). An upper bound that doubles does not force the actual count to double; for this pair of grids it very nearly does.

The finer grid gives \(\alpha=4.508544\) bohr\(^3\) (\(0.6681\) Å\(^3\)). The three-point formula has truncation error \(h^2x''''/12\), so the leading grid error is taken as proportional to \(h^2\). Writing \(\alpha(h)=\alpha_0+kh^2\) and \(\alpha(h/2)=\alpha_0+kh^2/4\) and eliminating \(k\) gives the Richardson extrapolation
\[\alpha_0=\frac{4\times4.508544-4.534210}{3}=4.5000\ \text{bohr}^3,\]
the continuum value \(9/2\) to the four decimals shown.
